# Magnus' Equation and the First Three Terms of the Exponent: test program

```python
"""Magnus equation and the first three Magnus terms.

Result under test: if Y' = A(t) Y, Y(0) = 1 and Y = exp(Omega), then
    Omega' = sum_k (B_k/k!) ad_Omega^k A,   ad_Omega X = [Omega, X],
with Bernoulli numbers B_k (B_1 = -1/2), and, for t1 > t2 > t3,
    Omega_1 = int A1,   Omega_2 = 1/2 int [A1,A2],
    Omega_3 = 1/6 int ([A1,[A2,A3]] + [A3,[A2,A1]]).
The series converges if the integral s of the spectral norm of A is below
    xi = 1/2 int_0^{2 pi} dx/g(x),  g(x) = 2 + x/2 - (x/2) cot(x/2).
Example: H/hbar = (g sigma_x + v t sigma_z)/2 for 0 < t < T, with
Omega = -(i/2) w.sigma, so that w is a rotation vector in radians.
"""
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, logm


def comm(a, b):
    return a @ b - b @ a


def norm(a):
    return np.linalg.norm(a, 2)


def ad_series(omega, x, weights):
    """Sum of weights[k] * ad_omega^k x."""
    total, term = np.zeros_like(x), x
    for c in weights:
        total = total + c * term
        term = comm(omega, term)
    return total


def poly(coefs, t):
    return sum(c * t**k for k, c in enumerate(coefs))


def propagator(coefs, T, scale=1.0, terms=80):
    """Y(T) for Y' = scale*A(t)*Y, A polynomial, by power series in t."""
    y = [np.eye(len(coefs[0]), dtype=complex)]
    for n in range(terms):
        rhs = sum(c @ y[n - k] for k, c in enumerate(coefs) if k <= n)
        y.append(scale * rhs / (n + 1))
    return poly(y, T)


def magnus_terms(coefs, T, nodes=8):
    """Time-ordered commutator integrals by Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    x, w = (x + 1) / 2, w / 2
    o1 = np.zeros_like(coefs[0])
    o2, o3 = o1.copy(), o1.copy()
    for xa, wa in zip(x, w):
        t1 = T * xa
        a1 = poly(coefs, t1)
        o1 = o1 + wa * T * a1
        for xb, wb in zip(x, w):
            t2 = t1 * xb
            a2 = poly(coefs, t2)
            o2 = o2 + wa * wb * T * t1 * comm(a1, a2) / 2
            for xc, wc in zip(x, w):
                a3 = poly(coefs, t2 * xc)
                nested = comm(a1, comm(a2, a3)) + comm(a3, comm(a2, a1))
                o3 = o3 + wa * wb * wc * T * t1 * t2 * nested / 6
    return [o1, o2, o3]


def scale_coefficients(function, count, points=32):
    """Taylor coefficients in the scale factor, from the unit circle."""
    z = np.exp(2j * np.pi * np.arange(points) / points)
    values = [function(q) for q in z]
    return [sum(f * q**(-n) for f, q in zip(values, z)) / points
            for n in range(count)]


def integrated_norm(coefs, T):
    return quad(lambda t: norm(poly(coefs, t)), 0, T, epsabs=1e-11)[0]


# Bernoulli coefficients b_k = B_k/k! from the product of the two series
K = 40
b_exact = [Fraction(1)]
for k in range(1, K + 1):
    b_exact.append(-sum(b_exact[j] / factorial(k + 1 - j) for j in range(k)))
b = [float(q) for q in b_exact]
X = sp.symbols("x")
expansion = sp.series(X / (sp.exp(X) - 1), X, 0, 7).removeO()
for k in range(7):
    assert expansion.coeff(X, k) == sp.Rational(b_exact[k].numerator,
                                                b_exact[k].denominator)

# Derivative of the exponential map and its inverse, for a generic path
rng = np.random.default_rng(7)


def random_matrices():
    return [rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
            for _ in range(3)]


path = random_matrices()
path = [0.8 * p / norm(poly(path, 0.4)) for p in path]
t0, h = 0.4, 1e-5
omega0, slope0 = poly(path, t0), path[1] + 2 * t0 * path[2]
derivative = (expm(poly(path, t0 + h)) - expm(poly(path, t0 - h))) / (2 * h)
generator = derivative @ expm(-omega0)
dexp_weights = [1 / factorial(k + 1) for k in range(K)]
err_dexp = norm(generator - ad_series(omega0, slope0, dexp_weights))
err_inverse = norm(slope0 - ad_series(omega0, generator, b))
assert err_dexp < 1e-7 and err_inverse < 1e-7

# The map loses its inverse where eigenvalues of Omega differ by 2 pi i
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
base = 1j * np.pi * sz
singular = norm(expm(base + 1j * h * sx) - expm(base - 1j * h * sx)) / (2 * h)
regular = norm(expm(base / 2 + 1j * h * sx)
               - expm(base / 2 - 1j * h * sx)) / (2 * h)
assert singular < 1e-8 and regular > 0.1

# Magnus equation integrated in time against the logarithm of Y
A = random_matrices()
size = integrated_norm(A, 1.0)
A = [0.9 * a / size for a in A]
s_generic = integrated_norm(A, 1.0)


def magnus_rhs(t, flat):
    return ad_series(flat.reshape(3, 3), poly(A, t), b[:30]).ravel()


flow = solve_ivp(magnus_rhs, (0, 1), np.zeros(9, dtype=complex),
                 method="DOP853", rtol=1e-11, atol=1e-13)
err_flow = norm(flow.y[:, -1].reshape(3, 3) - logm(propagator(A, 1.0)))
assert flow.success and err_flow < 1e-8

# Commutator integrals against the expansion of log Y in the scale of A
log_coefs = scale_coefficients(lambda q: logm(propagator(A, 1.0, q)), 9)
err_terms = [norm(m - c) for m, c in zip(magnus_terms(A, 1.0), log_coefs[1:])]
assert max(err_terms) < 1e-10
assert min(norm(c) for c in log_coefs[1:4]) > 1e-4


# Convergence bound: closed form of g, comparison series, and its radius
def g_closed(x):
    return 2 + x / 2 - (x / 2) / np.tan(x / 2)


assert abs(g_closed(3.0) - sum(abs(q) * 3.0**k for k, q in enumerate(b))) < 1e-8
xi = quad(lambda x: 1 / g_closed(x), 0, 2 * np.pi)[0] / 2
N = 40
major = np.zeros(N + 1)
for _ in range(N):
    power, rhs = np.eye(1, N + 1)[0], np.zeros(N + 1)
    for k in range(N + 1):
        rhs += abs(b[k]) * 2.0**k * power
        power = np.convolve(power, major)[:N + 1]
    major = np.concatenate(([0.0], rhs[:N] / np.arange(1, N + 1)))
# square-root singularity: ratio of coefficients corrected by 1 - 3/(2N)
radius = major[N - 1] / major[N] * (1 - 1.5 / N)
assert abs(radius - xi) < 5e-3
for n in range(1, 9):
    assert norm(log_coefs[n]) <= major[n] * s_generic**n + 1e-12


# Two-level sweep
def sweep(g, v):
    return [-0.5j * g * sx, -0.5j * v * sz]


def rotation(omega):
    return np.array([(1j * np.trace(p @ omega)).real for p in (sx, sy, sz)])


def exponent(w):
    return -0.5j * (w[0] * sx + w[1] * sy + w[2] * sz)


def closed_terms(g, v, T):
    return [np.array([g * T, 0, v * T**2 / 2]),
            np.array([0, g * v * T**3 / 12, 0]),
            np.array([-g * v**2 * T**5 / 240, 0, 0])]


g, v, T = 2.0, 8.0, 0.5
for p in [(g, v, T), (1.3, 0.9, 1.7)]:
    for m, w in zip(magnus_terms(sweep(p[0], p[1]), p[2]), closed_terms(*p)):
        assert np.allclose(rotation(m), w, atol=1e-12)

H = sweep(g, v)
s_sweep = integrated_norm(H, T)
assert s_sweep < xi
U = propagator(H, T)
w_full = rotation(logm(U))
w_terms = closed_terms(g, v, T)
partial = np.cumsum(w_terms, axis=0)
w4 = rotation(scale_coefficients(lambda q: logm(propagator(H, T, q)), 5)[4])


def probability(w):
    angle = np.linalg.norm(w)
    return (w[0]**2 + w[1]**2) / angle**2 * np.sin(angle / 2)**2


P_full = abs(U[1, 0])**2
assert abs(P_full - probability(w_full)) < 1e-12


def errors(q):
    exact = rotation(logm(propagator(H, T, q)))
    sums = np.cumsum([q**(n + 1) * w for n, w in enumerate(w_terms)], axis=0)
    return np.array([np.linalg.norm(exact - w) for w in sums])


scales = [1.0, 0.5, 0.25, 0.125]
table = [errors(q) for q in scales]
orders = np.log2(table[2] / table[3])
assert np.allclose(orders, [2, 3, 4], atol=0.1)
assert table[0][0] > table[0][1] > table[0][2]

defects = []
for w in partial:
    V = expm(exponent(w))
    defects.append(norm(V.conj().T @ V - np.eye(2)))
D = sum(scale_coefficients(lambda q: propagator(H, T, q), 4))
dyson_defect = norm(D.conj().T @ D - np.eye(2))
assert max(defects) < 1e-12 and dyson_defect > 1e-4


def show(w):
    return "(" + ", ".join(f"{c + 0.0:.6f}" for c in w) + ")"


print("B_k/k!, k=0..6:", ", ".join(str(q) for q in b_exact[:7]))
print(f"generic 3x3 test, integrated norm s = {s_generic:.4f}")
print(f"error, derivative of exp: {err_dexp:.1e}")
print(f"error, Bernoulli inverse: {err_inverse:.1e}")
print(f"error, integrated Magnus equation: {err_flow:.1e}")
for n, e in enumerate(err_terms, 1):
    print(f"error, Omega_{n} integral: {e:.1e}")
print(f"derivative norm at i pi sigma_z: {singular:.1e}")
print(f"derivative norm at i pi sigma_z/2: {regular:.6f}")
print(f"convergence bound xi = {xi:.6f}")
print(f"xi estimated from comparison series = {radius:.4f}")
print(f"sweep: g = {g} rad/us, v = {v} rad/us^2, T = {T} us")
print(f"sweep integrated norm s = {s_sweep:.6f}")
for n, w in enumerate(w_terms, 1):
    print(f"w_{n} (rad) = {show(w)}")
print(f"w_4 (rad), numerical = {show(w4)}")
print(f"sum of three terms (rad) = {show(partial[2])}")
print(f"w converged (rad) = {show(w_full)}")
for n, w in enumerate(partial, 1):
    print(f"transition probability, {n} term(s): {probability(w):.6f}")
print(f"transition probability, converged: {P_full:.6f}")
print("error of w (rad) after 1, 2, 3 terms:")
for q, e in zip(scales, table):
    print(f"  H scaled by {q}: " + ", ".join(f"{c:.3e}" for c in e))
print("observed orders:", ", ".join(f"{o:.3f}" for o in orders))
print(f"largest Magnus unitarity defect: {max(defects):.1e}")
print(f"third-order Dyson unitarity defect: {dyson_defect:.6f}")
print("no test failed")
```

Output:

```
B_k/k!, k=0..6: 1, -1/2, 1/12, 0, -1/720, 0, 1/30240
generic 3x3 test, integrated norm s = 0.9000
error, derivative of exp: 4.7e-11
error, Bernoulli inverse: 4.9e-11
error, integrated Magnus equation: 8.1e-13
error, Omega_1 integral: 2.6e-16
error, Omega_2 integral: 2.9e-16
error, Omega_3 integral: 2.4e-16
derivative norm at i pi sigma_z: 5.1e-12
derivative norm at i pi sigma_z/2: 0.636620
convergence bound xi = 1.086869
xi estimated from comparison series = 1.0880
sweep: g = 2.0 rad/us, v = 8.0 rad/us^2, T = 0.5 us
sweep integrated norm s = 0.739471
w_1 (rad) = (1.000000, 0.000000, 1.000000)
w_2 (rad) = (0.000000, 0.166667, 0.000000)
w_3 (rad) = (-0.016667, 0.000000, 0.000000)
w_4 (rad), numerical = (-0.000000, 0.004365, 0.000000)
sum of three terms (rad) = (0.983333, 0.166667, 1.000000)
w converged (rad) = (0.982426, 0.171207, 0.999854)
transition probability, 1 term(s): 0.211014
transition probability, 2 term(s): 0.216356
transition probability, 3 term(s): 0.209996
transition probability, converged: 0.209953
error of w (rad) after 1, 2, 3 terms:
  H scaled by 1.0: 1.721e-01, 1.815e-02, 4.632e-03
  H scaled by 0.5: 4.200e-02, 2.128e-03, 2.768e-04
  H scaled by 0.25: 1.044e-02, 2.618e-04, 1.711e-05
  H scaled by 0.125: 2.605e-03, 3.260e-05, 1.067e-06
observed orders: 2.002, 3.006, 4.004
largest Magnus unitarity defect: 1.7e-16
third-order Dyson unitarity defect: 0.017986
no test failed
```
